Electronic heat coefficient of a metal: the cost of freezing μ

**Problem**

A metal is modelled as a gas of free, non-interacting electrons with spin 1/2. Its density is n = 5.9 × 10²⁸ m⁻³ and its Fermi energy, measured from the bottom of the band, is E_F = 5.53 eV. Well below the Fermi temperature T_F = E_F/k_B, the heat capacity per volume of this gas is proportional to temperature:

C = γT.

(a) Find the electronic heat coefficient γ.

(b) A film of this metal, 20 nm thick and initially at 300 K, absorbs 0.1 mJ/cm² from a 100 fs light pulse. How hot do the electrons become if they at first keep all the energy?

(c) How much warmer is the film once electrons and lattice share the energy?

The heat capacity is taken at fixed volume and fixed electron number, since the metal stays neutral. The coefficient γ is not a thermal conductivity: it says how much energy the electrons store, not how fast they carry it.

**A tempting wrong solution**

First count the states. In a periodic box of volume V, each wavevector occupies a volume (2π)³/V in wavevector space and holds two electrons, one for each spin. A sphere of radius k therefore holds

2 × (4πk³/3) × V/(2π)³ = Vk³/(3π²)

electrons. Since E = ħ²k²/(2m), k³ is proportional to E^(3/2). The number of states per volume below E is thus n(E/E_F)^(3/2), because it must equal n at E = E_F. Its derivative is the density of states:

g(E) = (3n/2E_F)(E/E_F)^(1/2), g(E_F) = 3n/(2E_F).

The energy density is

u = ∫ E g(E) f(E) dE, f = 1/(eˣ + 1), x = (E − μ)/(k_BT),

where μ is the chemical potential. At 300 K it differs from E_F by only about 0.1 meV out of 5.53 eV, so it seems safe to set μ = E_F and keep it there. Define the bell-shaped function

w(x) = −df/dx = eˣ/(eˣ + 1)².

With μ frozen, x depends on T only through the factor 1/T, so ∂x/∂T = −x/T and ∂f/∂T = xw/T. Changing variable with dE = k_BT dx gives

C = k_B ∫ x G(E_F + k_BTx) w(x) dx, G(E) = E g(E).

The lower limit is x = −E_F/(k_BT), about −214 at 300 K. As w falls off like e^(−|x|), the limit may be moved to −∞. Expand G about E_F. The constant term vanishes because w is even and x is odd. The next term gives

C = k_B²T G′(E_F) I, I = ∫ x² w(x) dx = π²/3,

with the last integral over the whole line (its value is derived below). Because G is proportional to E^(3/2),

G′(E_F) = (3/2) G(E_F)/E_F = (3/2) g(E_F).

With g(E_F) = 9.9887 × 10⁴⁶ J⁻¹m⁻³, the coefficient would be

(3/2)(π²/3) g(E_F) k_B² ≈ 94 J/(m³K²).

**Where the fault lies**

The state count, the integral and the expansion are sound. The fault is the frozen μ. To see what it does, compute how the electron density changes with T when μ stays at E_F. The same expansion, with g in place of G, gives

(∂n/∂T)_μ = k_B²T g′(E_F) I.

As g is proportional to E^(1/2), g′(E_F) = g(E_F)/(2E_F), so

(∂n/∂T)_μ = (π²/6) k_B²T g(E_F)/E_F.

This is positive. Heating moves electrons from below E_F to above it, and there are more states above than below. With μ frozen, the states filled above outnumber those emptied below, and the calculation has let extra electrons into the metal.

Integrating from zero to T and using g(E_F) = 3n/(2E_F) gives the relative excess

δn/n = (π²/12)(k_BT)² × 3/(2E_F²) = (π²/8)(T/T_F)².

With T_F = 64 173 K, this is 2.7 × 10⁻⁵ at 300 K. It looks negligible, but each extra electron brings an energy of about E_F, which is 214 times k_BT at 300 K. The spurious contribution to the heat capacity is

E_F (∂n/∂T)_μ = (π²/6) g(E_F) k_B²T.

This is one third of the wrong result. Removing it leaves (π²/3) g(E_F) k_B²T. The small shift of μ cannot be judged against E_F; its effect on the energy must be judged against the thermal energy, which is itself small.

**The right solution: (a)**

Now let μ depend on T so that n stays fixed. Differentiating n = ∫ g f dE and u = ∫ E g f dE gives

0 = ∫ g (∂f/∂T) dE, C = ∫ E g (∂f/∂T) dE.

Multiply the first equation by μ and subtract it from the second. Since it is zero, C is unchanged:

C = ∫ (E − μ) g (∂f/∂T) dE.

Energies are now counted from μ, so the large energy E_F no longer multiplies a small error in the electron number.

Next, differentiate f. Both T and μ(T) enter x:

∂x/∂T = −(E − μ)/(k_BT²) − (1/k_BT) dμ/dT.

Because df/dx = −w, it follows that

∂f/∂T = (w/k_BT) [(E − μ)/T + dμ/dT].

Put this into the fixed-number condition, with E − μ = k_BTx and dE = k_BT dx:

0 = k_B ∫ x g(μ + k_BTx) w dx + (dμ/dT) ∫ g(μ + k_BTx) w dx.

To leading order the first integral is k_BT g′(μ) I. The second is g(μ), because ∫ w dx = f(−∞) − f(+∞) = 1. Therefore

dμ/dT = −k_B²T I g′/g = −π²k_B²T/(6E_F),

and integrating from T = 0, where μ = E_F,

μ = E_F − π²(k_BT)²/(12E_F).

At 300 K the shift is −0.0994 meV. The chemical potential falls by just enough to keep out the extra electrons.

The heat capacity becomes

C = k_B²T ∫ x² g(μ + k_BTx) w dx + k_BT (dμ/dT) ∫ x g(μ + k_BTx) w dx.

The first term is k_B²T g(μ) I to leading order. In the second, dμ/dT is proportional to T, the prefactor supplies another T, and the integral k_BT g′I supplies a third. That term is of order T³. Replacing g(μ) by g(E_F) also costs only order T³, since μ − E_F is of order T². Hence, to leading order,

C = g(E_F) k_B²T I.

It remains to find I. The function w is even, as multiplying its numerator and denominator by e^(−2x) shows. Integrate by parts, using w = −d/dx[1/(eˣ + 1)]; the boundary terms vanish at 0 and ∞:

I = 2∫₀^∞ x² w dx = 4∫₀^∞ x/(eˣ + 1) dx.

For x > 0, expand 1/(eˣ + 1) = e^(−x) − e^(−2x) + e^(−3x) − … . Since ∫₀^∞ x e^(−jx) dx = 1/j²,

I = 4(1 − 1/2² + 1/3² − …).

Integrating term by term is allowed because the error after J terms is smaller than the next term, 1/(J + 1)², which tends to zero.

The sum follows from the Fourier series of x² on (−π, π). The mean of x² is π²/3. The coefficient of cos(jx), after two integrations by parts, is

(2/π)∫₀^π x² cos(jx) dx = (2/π) × 2π(−1)ʲ/j² = 4(−1)ʲ/j².

At x = 0 the series reads

0 = π²/3 − 4(1 − 1/2² + 1/3² − …).

The bracket is therefore π²/12, and I = π²/3. Combining this with g(E_F) = 3n/(2E_F),

γ = (π²/3) × (3n/2E_F) × k_B² = π²nk_B²/(2E_F).

With E_F = 8.8600 × 10⁻¹⁹ J,

γ = π² × 5.9 × 10²⁸ × (1.380649 × 10⁻²³)² / (2 × 8.8600 × 10⁻¹⁹) = 62.6 J/(m³K²).

The units are m⁻³ × (J/K)²/J = J/(m³K²), as required. To the accuracy of the data, γ is about 63 J/(m³K²).

The two data are not independent. Setting k³ = 3π²n in the state count gives E_F = ħ²(3π²n)^(2/3)/(2m) = 5.526 eV for the free electron mass, in agreement with the stated 5.53 eV.

**Reading the result**

At 300 K, C = γT = 1.88 × 10⁴ J/(m³K). A classical gas of the same density would have 3nk_B/2 = 1.22 × 10⁶ J/(m³K), so the electrons supply only 1.5 % of the classical value. The weight x²w explains why: 98 % of I comes from |x| < 8, that is, from states within 8k_BT, or about 0.2 eV, of μ. Deeper electrons find the states within thermal reach already filled.

A direct test is to solve for μ at fixed n with the full Fermi function and differentiate the energy numerically. At 300 K this gives 1.8791 × 10⁴ J/(m³K), lower than γT by 0.0065 % of γT. The result of 94 J/(m³K²) is thus excluded. The shortfall is 0.026 % at 600 K and 0.104 % at 1200 K. It grows fourfold when T doubles, as expected for a correction of order T³ to a law linear in T.

The linear law fails when T is no longer small compared with T_F. At 10 000 K the full result is already 8.9 % below γT. If extended, the straight line would reach the classical value where π²T/(2T_F) = 3/2, at T = 3T_F/π², or about 19 500 K.

**A second case: other densities of states**

Suppose g is proportional to Eᵖ near E_F. The right coefficient is still (π²/3)g(E_F)k_B², because its derivation used only the value of g at E_F to leading order. The frozen-μ method gives G′(E_F) = (1 + p)g(E_F) in place of g(E_F), so it is wrong by the factor 1 + p.

In three dimensions p = 1/2, and the result is 50 % too large. For free electrons in two dimensions the state count grows as k², hence as E, and p = 0. Freezing μ then does no harm at this order, because there are as many states just above E_F as just below. In one dimension the count grows as k, p = −1/2, and the frozen-μ result is too small by half.

**The heated film: (b) and (c)**

An absorbed fluence of 0.1 mJ/cm² is 1 J/m². Spread evenly over 20 nm, it gives

u_abs = 1/(20 × 10⁻⁹) = 5.0 × 10⁷ J/m³.

Because C grows with T, the energy must be integrated:

u_abs = ∫ γT dT = γ(T_e² − T_0²)/2,

from T_0 = 300 K to the peak electron temperature T_e. Solving for T_e,

T_e = √(T_0² + 2u_abs/γ) = √(300² + 10⁸/62.64) ≈ 1300 K.

The full Fermi-Dirac energy gives the same value to within 1 K. The wrong coefficient would have given √(300² + 10⁸/94) ≈ 1070 K.

For part (c), take one atom per electron and a classical lattice, which requires the temperature to lie above the Debye temperature of the metal (for Debye temperatures between 165 and 340 K, the rise found below grows by 0.3 to 1.2 K). Each atom has three kinetic and three elastic quadratic energy terms, each contributing k_B/2, so the lattice heat capacity is 3nk_B = 2.44 × 10⁶ J/(m³K). For a small final rise the electronic heat capacity may be kept at its 300 K value:

ΔT = 5.0 × 10⁷/(2.44 × 10⁶ + 1.88 × 10⁴) ≈ 20 K.

The electrons briefly warm by about 1000 K, yet the film ends only 20 K warmer, provided no heat has yet left it. At 300 K the electronic heat capacity is only 0.8 % of that of the lattice.

**The model beside a real metal**

The density and Fermi energy lie in the rough range of a noble metal with one conduction electron per atom. The model also gives the electrons the free electron mass, which need not hold in a real metal. At fixed n, E_F varies as 1/m, so γ is proportional to m. A mass 10 % above the free value, taken as a trial figure, raises γ to 68.9 J/(m³K²) and lowers the peak in part (b) to about 1240 K for the same absorbed energy.

Two further effects concern the film. For a rough electron-lattice coupling of 2 × 10¹⁶ W/(m³K), holding the electrons at their peak temperature throughout the 100 fs pulse would pass 4 % of the absorbed energy to the lattice. Losing that much would lower the peak by about 25 K. The electrons also need time to reach a common temperature among themselves; if this takes longer than the pulse, energy also passes to the lattice during the extra time, which this estimate leaves out. That loss can be larger: if the electrons need a further 500 fs, the same coupling, applied as if they already had a temperature, passes roughly a fifth of the absorbed energy to the lattice and lowers the peak by more than 100 K. These figures lean high. Just after the pulse the energy sits in a few electrons far from μ, and for photons of about 1.5 eV such a distribution at first passes energy to the lattice at only about 30 % of the rate of a thermal one holding the same energy; the rate rises as the electrons thermalise. For a real film, the 1300 K of part (b) is therefore best read as an upper estimate within this model. Even heating is plausible, since an electron at the Fermi speed of 1.4 × 10⁶ m/s crosses 20 nm in 14 fs.

Noble metals also have a filled band below E_F. Put all ten of its electrons per atom at a rough depth of 2 eV below μ. In the heat capacity derived above, the term with x²w gives each state a share k_Bx²w(x). With y = 2 eV/(k_BT_e), this is k_By²w(y), which is less than k_By²e^(−y). Energies are counted from μ here, so the small drift of μ may be ignored. Together these electrons add less than 0.06 % of γT_e at the peak, which is negligible here. The exponential makes this contribution sensitive to both inputs. At the same peak temperature it is about 0.3 % for a depth of 1.8 eV and 1.3 % for 1.6 eV. At a depth of 2 eV it reaches about 8 % at 2000 K, a temperature the linear law gives for a pulse only about 2.4 times stronger. Placing all ten electrons at one shallow depth overstates these shares, but the estimate must be made afresh for a stronger pulse or a shallower band.

The numerical output below lists the main values.

Computed values

```
electron density n = 5.90e+28 1/m^3
given Fermi energy = 5.53 eV = 8.8600e-19 J
Fermi wavevector from n = 1.2044e+10 1/m
Fermi energy from n, formula = 5.526 eV
Fermi energy from n, box count = 5.529 eV
electrons in counted sphere = 1808178
power of E in state count = 1.499 (no unit)
Fermi temperature = 64173 K
k_B = 1.380649e-23 J/K
density of states at E_F = 9.9887e+46 1/(J m^3)
thermal integral, quadrature = 3.289868 (no unit)
alternating sum = 0.822467 (no unit)
share of integral within 8 k_B T = 98.3 %
gamma = 62.64 J/(m^3 K^2)
gamma*T at 300 K = 1.8792e+04 J/(m^3 K)
full Fermi-Dirac C at 300 K = 1.8791e+04 J/(m^3 K)
deviation of full C from gamma*T, 300 K = -0.0065 %
same deviation, 600 K = -0.0259 %
same deviation, 1200 K = -0.1039 %
same deviation, 10000 K = -8.94 %
shift of mu at 300 K, full = -0.0994 meV
shift of mu at 300 K, formula = -0.0994 meV
classical 3nk_B/2 = 1.2219e+06 J/(m^3 K)
gamma*T/classical at 300 K = 1.54 %
absorbed fluence = 0.1 mJ/cm^2
film thickness = 20 nm
pulse length = 100 fs
start temperature = 300 K
absorbed energy density = 5.000e+07 J/m^3
peak electron temperature, gamma law = 1298.6 K
peak electron temperature, full gas = 1299.0 K
classical lattice heat capacity = 2.4437e+06 J/(m^3 K)
electron/lattice heat capacity, 300 K = 0.77 %
final common temperature rise, linear = 20.30 K
final common temperature rise, full = 20.30 K
rough electron-lattice coupling = 2.0e+16 W/(m^3 K)
upper estimate of loss during pulse = 4.0 %
Fermi speed = 1.395e+06 m/s
film crossing time at Fermi speed = 14.3 fs
rough filled-band depth = 2.0 eV
filled-band share of C at peak = 0.055 %
trial band mass / free mass = 1.1 (no unit)
gamma with trial band mass = 68.90 J/(m^3 K^2)
peak temperature with trial mass = 1241.5 K
```
